\section*{Newton Correction for Shooting Solutions of the Radial Dirac Equation, part 1}

(Sections cited here and not found follow in the second part.)

\section{The correction and why it is a Newton step}

\subsection{A case that can be solved by hand}

Take two functions on $0<r<L$ that obey
\begin{equation}
P'=kQ,\qquad Q'=-kP,\qquad P(0)=P(L)=0,\qquad k=\frac{E}{\hbar c}.
\end{equation}
This is a massless one-dimensional Dirac particle without a potential, with $P$ forced to zero at two walls. The solution starting at the left wall is $P=\sin kr$, $Q=\cos kr$. It also vanishes at $L$ if $\sin kL=0$, so the lowest positive eigenvalue is $k_*=\pi/L$.

Now suppose that $k$ is only a guess. Integrate from both walls to a matching point at distance $a$ from the left wall and $b=L-a$ from the right wall. The right-hand solution is
\begin{equation}
P=s\sin k(L-r),\qquad Q=-s\cos k(L-r),\qquad s=\frac{\sin ka}{\sin kb},
\end{equation}
where $s$ makes $P$ continuous. The second function generally jumps. With $Q_-$ its left value and $Q_+$ its right value,
\begin{equation}
Q_--Q_+=\cos ka+\frac{\sin ka\cos kb}{\sin kb}
=\frac{\sin kL}{\sin kb}.
\end{equation}
Since $P^2+Q^2$ equals $1$ on the left and $s^2$ on the right, its integral is $N=a+s^2b$. The correction derived below is $\delta E=\hbar c\,P(Q_--Q_+)/N$, with $P$ taken at the matching point. Here it gives
\begin{equation}
\delta k=\frac{\delta E}{\hbar c}
=\frac{\sin ka\,\sin kb\,\sin kL}{a\sin^2kb+b\sin^2ka}.
\label{boxstep}
\end{equation}

Put $k=\pi/L+\varepsilon$, $S=\sin(\pi a/L)$ and $T=\cos(\pi a/L)$. Because $\pi b/L=\pi-\pi a/L$, we have $\sin ka\simeq S+a\varepsilon T$, $\sin kb\simeq S-b\varepsilon T$ and $\sin kL\simeq-L\varepsilon$. The terms linear in $\varepsilon$ cancel in the denominator, leaving $LS^2$. Hence
\begin{align}
\delta k&=-\varepsilon\left[1+(a-b)\varepsilon\,T/S\right]+O(\varepsilon^3),\\
\varepsilon_{\rm new}&=\varepsilon+\delta k
=(b-a)\cot\!\left(\frac{\pi a}{L}\right)\varepsilon^2+O(\varepsilon^3).
\label{boxerror}
\end{align}
For $a\ne b$, the new error is proportional to the square of the old one when $\varepsilon$ is small. The coefficient grows without bound as the matching point approaches a wall, where $P$ vanishes. It is zero for $a=b$; then \eqref{boxstep} reduces to $\delta k=\sin(kL)/L$ and the new error is $L^2\varepsilon^3/6$ to leading order. The atomic problem has the same structure.

\subsection{Radial equations and boundary behaviour}

An electron of mass $m$ moves in a fixed central potential energy $V(r)$. Let $W=E+mc^2$ be its total energy, so that $E$ excludes the rest energy. Write the upper and lower two-component spinors as $(P/r)\chi_\kappa$ and $(iQ/r)\chi_{-\kappa}$, with $\kappa$ a nonzero integer. The spin-angular functions satisfy
\begin{equation}
\boldsymbol\sigma\cdot\mathbf L\,\chi_\kappa=-\hbar(1+\kappa)\chi_\kappa,
\qquad \sigma_r\chi_\kappa=-\chi_{-\kappa}.
\end{equation}
Using $\boldsymbol\sigma\cdot\mathbf p=-i\hbar\sigma_r[\partial_r-\boldsymbol\sigma\cdot\mathbf L/(\hbar r)]$, we obtain
\begin{equation}
\boldsymbol\sigma\cdot\mathbf p\,\frac{P}{r}\chi_\kappa
=\frac{i\hbar}{r}\left(P'+\frac{\kappa}{r}P\right)\chi_{-\kappa}.
\end{equation}
The same rule with $\kappa\to-\kappa$ and $P\to iQ$ serves for the lower spinor. The two rows of the Dirac equation become
\begin{align}
P'&=-\frac{\kappa}{r}P+\frac{E-V+2mc^2}{\hbar c}Q,\label{rad1}\\
Q'&=\frac{\kappa}{r}Q-\frac{E-V}{\hbar c}P.\label{rad2}
\end{align}
The minus sign in \eqref{rad2} comes from $i^2$. Reversing the sign convention for $Q$ would reverse the sign of the correction formula.

Bound states are sought in $-2mc^2<E<0$, with $V\to0$ at infinity. Near a point nucleus of charge number $Z$, $V=-Z\alpha\hbar c/r$ plus a bounded term, where $\alpha$ is the fine-structure constant. Insert $P=pr^\gamma$, $Q=qr^\gamma$ and keep the terms of order $r^{\gamma-1}$:
\begin{equation}
(\gamma+\kappa)p=Z\alpha\,q,\qquad (\gamma-\kappa)q=-Z\alpha\,p.
\end{equation}
Multiplying these equations gives $\gamma^2=\kappa^2-Z^2\alpha^2$. We assume $Z\alpha<|\kappa|$ and take the positive root. The starting ratio is $Q/P=(\gamma+\kappa)/(Z\alpha)$.

At large $r$, dropping $V$ and $\kappa/r$ gives $P''=\lambda^2P$ and, for the decaying solution,
\begin{equation}
\lambda=\frac{\sqrt{-E(E+2mc^2)}}{\hbar c},\qquad
\frac QP\to-\sqrt{\frac{-E}{E+2mc^2}}.
\end{equation}
A Coulomb tail multiplies the exponential by a power of $r$ but leaves $\lambda$ unchanged.

\subsection{An identity between two energies}

Let $(P,Q)$ solve the equations at $E$ and $(\tilde P,\tilde Q)$ at $\tilde E$, with the same $V$ and $\kappa$. Differentiate $P\tilde Q-Q\tilde P$ and substitute \eqref{rad1} and \eqref{rad2}:
\begin{align}
(P\tilde Q-Q\tilde P)'
={}&P'\tilde Q+P\tilde Q'-Q'\tilde P-Q\tilde P'\nonumber\\
={}&\frac{E-V+2mc^2}{\hbar c}Q\tilde Q-\frac{\tilde E-V}{\hbar c}P\tilde P\nonumber\\
&+\frac{E-V}{\hbar c}P\tilde P-\frac{\tilde E-V+2mc^2}{\hbar c}Q\tilde Q\nonumber\\
={}&\frac{E-\tilde E}{\hbar c}(P\tilde P+Q\tilde Q).
\label{wr}
\end{align}
The four terms with $\kappa/r$ cancel in pairs, and so do $V$ and $2mc^2$. At the origin the bracket on the left behaves at most as $r^{2\gamma}$ and vanishes. At infinity it vanishes exponentially.

Let $(P,Q)$ now be the joined trial function: regular at the origin, decaying at infinity, and with $P$ continuous at $r_m$. Denote by $Q_-$ and $Q_+$ the outward and inward values of $Q$ at $r_m$. Let $(P_*,Q_*)$ be the eigenfunction at $E_*$, which has no jump. Integrating \eqref{wr} on the two sides gives
\begin{align}
P Q_*-Q_-P_*&=\frac{E-E_*}{\hbar c}\int_0^{r_m}(PP_*+QQ_*)\,dr,\\
-PQ_*+Q_+P_*&=\frac{E-E_*}{\hbar c}\int_{r_m}^{\infty}(PP_*+QQ_*)\,dr,
\end{align}
with all functions on the left taken at $r_m$. On addition the terms with $PQ_*$ cancel because $P$ is continuous. Multiplication by $-\hbar c$ then yields
\begin{equation}
(E_*-E)\int_0^\infty(PP_*+QQ_*)\,dr
=\hbar c\,P_*(r_m)(Q_--Q_+).
\label{exact}
\end{equation}
No approximation has been made. If $P_*(r_m)=0$ and $E\ne E_*$, the overlap on the left must vanish, and the identity no longer determines the energy.

\subsection{The working formula}

The eigenfunction in \eqref{exact} is unknown during a calculation. Near the eigenvalue it is close to the trial function with the same scale, so replace $(P_*,Q_*)$ by $(P,Q)$:
\begin{equation}
\boxed{\delta E=\frac{\hbar c\,P(r_m)(Q_--Q_+)}{N}},\qquad
N=\int_0^\infty(P^2+Q^2)\,dr.
\label{corr}
\end{equation}
This is the first-order estimate of $E_*-E$. The jump is the inner value minus the outer value. In atomic units, where $\hbar=1$, the prefactor is $c$.

If the whole trial function is multiplied by a constant, numerator and denominator both acquire its square, so no prior normalization is needed. Rescaling only the inward branch to match $P$ also rescales $Q_+$, and the contribution of that branch to $N$ changes by the square of the factor.

In the nonrelativistic limit, $|E-V|\ll2mc^2$ where the wave function matters, and \eqref{rad1} gives $Q\simeq\hbar(P'+\kappa P/r)/(2mc)$. The term with $\kappa$ is continuous at $r_m$, while $Q^2$ is negligible in $N$. Therefore
\begin{equation}
\delta E\to\frac{\hbar^2}{2m}\,
\frac{P(r_m)(P'_--P'_+)}{\int_0^\infty P^2\,dr}.
\end{equation}
The jump in $Q$ becomes the slope mismatch of the radial Schr\"odinger equation.

\subsection{The slope of the mismatch}

Define $g_-=Q_-/P$ and $g_+=Q_+/P$ at $r_m$, and
\begin{equation}
F(E)=g_-(E)-g_+(E).
\end{equation}
These ratios do not depend on the scale of either branch. If $F(E)=0$, both components are continuous and $E$ is an eigenvalue. Conversely, an eigenfunction with $P_*(r_m)\ne0$ gives a zero of $F$.

Apply \eqref{wr} to outward branches at $E$ and $\tilde E$, and divide by $P\tilde P$ at $r_m$:
\begin{equation}
g_-(\tilde E)-g_-(E)=
-\frac{\tilde E-E}{\hbar c}\,
\frac{\int_0^{r_m}(P\tilde P+Q\tilde Q)\,dr}{P(r_m)\tilde P(r_m)}.
\end{equation}
Divide by $\tilde E-E$ and let $\tilde E\to E$. The branches depend continuously on energy, as the second half proves, so the limit may be taken in the integral. For the inward branch the bracket is evaluated at the lower limit of integration, and the sign changes. Thus
\begin{align}
g_-'(E)&=-\frac{1}{\hbar cP(r_m)^2}\int_0^{r_m}(P^2+Q^2)\,dr,\\
g_+'(E)&=+\frac{1}{\hbar cP(r_m)^2}\int_{r_m}^{\infty}(P^2+Q^2)\,dr,\\
F'(E)&=-\frac{N}{\hbar cP(r_m)^2}<0.
\label{slope}
\end{align}
A zero of $F$ is therefore simple. Newton's method replaces $E$ by $E-F/F'$, and
\begin{equation}
-\frac{F}{F'}=\frac{Q_--Q_+}{P(r_m)}\,
\frac{\hbar cP(r_m)^2}{N}=\delta E.
\end{equation}
Replacing the eigenfunction by the trial function has thus produced the Newton step for $F$, with no further approximation. The derivative comes from the normalization integral, so no second trial energy is needed.

\subsection{The updated energy as an expectation value}

For a smooth function, take the expectation value of the radial Dirac Hamiltonian and integrate $-\hbar cPQ'$ by parts, so that the derivative acts on $P$. The result is
\begin{equation}
\mathcal A=\int_0^\infty\!\left[VP^2+(V-2mc^2)Q^2
+2\hbar cQ\left(P'+\frac{\kappa}{r}P\right)\right]dr.
\end{equation}
This form remains defined for the trial function, because $P$ is continuous and $Q$ is not differentiated. Use \eqref{rad1} on each side of $r_m$ and separate $EN$:
\begin{equation}
\mathcal A=EN+\int_0^\infty\left[(E-V+2mc^2)Q^2-(E-V)P^2\right]dr.
\end{equation}
The radial equations also give $\hbar c(PQ)'=(E-V+2mc^2)Q^2-(E-V)P^2$. Integrating up to $r_m$ and from $r_m$ outward leaves $\hbar cP(r_m)(Q_--Q_+)$, hence
\begin{equation}
\mathcal A/N=E+\delta E.
\end{equation}
The updated energy is the Rayleigh quotient of the trial function, including the contribution of its jump. This does not make the updated energy an upper bound. The Dirac form is not bounded below, and even a form bounded below would give a bound only for the lowest state of a given symmetry. For an excited state the updated energy can fall below the eigenvalue, as happens on one side of a node of $P_*$.

\section{Quadratic convergence and practical use}

\subsection{Symbols and results carried over}

The functions $P,Q$ solve the radial Dirac equations at energy $E$, measured without the rest energy. They are regular at the origin, decay at infinity, and are scaled so that $P$ is continuous at $r_m$. The outward and inward values of $Q$ there are $Q_-$ and $Q_+$. With $N=\int_0^\infty(P^2+Q^2)dr$, the results needed are
\begin{equation}
F=\frac{Q_--Q_+}{P(r_m)},\quad
F'=-\frac{N}{\hbar cP(r_m)^2},\quad
\delta E=-\frac F{F'}.
\label{recap}
\end{equation}
An asterisk marks the eigenvalue and eigenfunction, and $e=E-E_*$ is the energy error. The potential is fixed and does not depend on $E$. We assume $P_*(r_m)\ne0$.

The correction obtained from the jump in $Q$ is the Newton step for $F$, and the updated energy is the Rayleigh quotient of the trial function. It remains to prove that $F$ is smooth enough for quadratic convergence, and to examine the choice of matching point, numerical tests and the conditions for reliable use.
